\section*{Does the Marcus inverted region appear at a metal electrode?}

\section*{Question}

I am modelling the reduction of a molecule held at a fixed distance from a metal electrode. Its reorganization energy is $\lambda=0.80$ eV. I used the Marcus rate with the driving energy set by the overpotential,
\[
k\propto \exp\left[-\frac{(\lambda-x)^2}{4\lambda k_{\mathrm B}T}\right],\qquad x=-e\eta ,
\]
where $e>0$ and a negative overpotential $\eta$ favours reduction. This expression gives the same rate at $x=0.4$ eV and at $x=1.2$ eV, with a maximum between them. Should I therefore expect the electron-transfer current to fall once $x$ exceeds $\lambda$? If not, what is wrong with the calculation, and what happens to the inverted region?

\section*{Answer}

Your expression is the rate from one metal level, the one at the Fermi energy. It does fall for $x>\lambda$. The electrode, however, has occupied levels below the Fermi energy, and the total rate is a sum over all of them. When the drive exceeds $\lambda$, one of these deeper levels has no activation barrier. If the coupling and the density of states are roughly constant over the levels involved, the total rate rises to a plateau. The derivation also shows where the inverted region goes and what could bring a decline back.

\subsection*{Assumptions and the rate from one level}

I measure the metal electron energy $\varepsilon$ from the Fermi level and write $\theta=k_{\mathrm B}T$. The zero of $x$ is the potential at which the oxidized molecule plus an electron at the Fermi level has the same standard free energy as the reduced molecule. The whole overpotential is assumed to act on the reaction. The solvent is classical, responds linearly and stays equilibrated, and the electronic coupling $V$ is weak. Electronvolts and inverse seconds are the convenient units.

Let $q$ be a solvent coordinate with its minimum at $q=0$ before transfer and at $q=1$ after it. For an electron taken from level $\varepsilon$, the free energies are
\begin{align}
F_{\mathrm i}(q)&=\lambda q^2,\\
F_{\mathrm f}(q)&=\lambda(q-1)^2-x-\varepsilon .
\end{align}
The sign of $\varepsilon$ follows from energy conservation: an electron that starts higher in the metal releases more energy. The vertical gap is
\begin{equation}
U=F_{\mathrm f}-F_{\mathrm i}=\lambda(1-2q)-x-\varepsilon .
\end{equation}
Before transfer, $q$ has the Boltzmann weight $e^{-\lambda q^2/\theta}$, a Gaussian of mean zero and variance $\theta/(2\lambda)$. Since $U$ is linear in $q$ with slope $-2\lambda$, it is also Gaussian, with
\begin{equation}
\langle U\rangle=\lambda-x-\varepsilon,\qquad
\sigma^2=(2\lambda)^2\frac{\theta}{2\lambda}=2\lambda\theta .
\end{equation}

For a frozen gap $U$ and weak coupling, the probability of transfer after time $t$ is
\begin{equation}
P(t)=V^2\,\frac{\sin^2(Ut/2\hbar)}{(U/2)^2}.
\end{equation}
This must be averaged over $U$. The part that keeps growing comes from the peak at $U=0$, which in time becomes much narrower than the gap distribution. The other gaps only oscillate, and at long times their average adds a constant offset. For the growing part, the probability density of $U$ can therefore be taken at zero. With $s=Ut/2\hbar$, the remaining integral is
\begin{equation}
\int_{-\infty}^{\infty}\frac{\sin^2(Ut/2\hbar)}{(U/2)^2}\,dU
=\frac{2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2 s}{s^2}\,ds
=\frac{2\pi t}{\hbar}.
\end{equation}
After a short transient the averaged probability grows linearly in time, apart from the constant offset. Its slope is the rate from one occupied level,
\begin{equation}
k_\varepsilon(x)=\frac{2\pi V^2}{\hbar}\,G(\varepsilon-\lambda+x),\qquad
G(u)=\frac{e^{-u^2/(4\lambda\theta)}}{\sqrt{4\pi\lambda\theta}} .
\label{single}
\end{equation}
The exponent contains the usual barrier. The curves cross where $U=0$, at $q^\ddagger=(\lambda-x-\varepsilon)/(2\lambda)$, and the free energy there is
\begin{equation}
\lambda (q^\ddagger)^2=\frac{(\lambda-x-\varepsilon)^2}{4\lambda}.
\end{equation}
The logarithmic slope of the rate at fixed $\varepsilon$ is
\begin{equation}
\frac{d\ln k_\varepsilon}{dx}=\frac{\lambda-x-\varepsilon}{2\lambda\theta}.
\end{equation}
It changes sign at $x=\lambda-\varepsilon$. Each level therefore has its own inverted region, and for $\varepsilon=0$ this is the one you found.

\subsection*{The level without a barrier}

At a given drive, the barrier vanishes for the level
\begin{equation}
\varepsilon^*=\lambda-x .
\end{equation}
For $x<\lambda$ this level lies above the Fermi energy and is mostly empty. For $x>\lambda$ it lies below the Fermi energy and holds an electron.

The energy balance shows what happens to the excess drive. Transfer from $\varepsilon^*$ has free-energy change $-x-\varepsilon^*=-\lambda$, the activationless value. The remaining energy, $x-\lambda$, is left in the metal as a hole at depth $x-\lambda$ below the Fermi level. The molecule and solvent need not take up the full drive in the transfer step.

\subsection*{Summing over the metal}

Let $\rho$ be the density of metal states that can transfer an electron, and let $f(\varepsilon)=1/(e^{\varepsilon/\theta}+1)$ be their occupation. I first take $V^2\rho$ to be constant. Summing Eq.~\eqref{single} over the levels gives
\begin{equation}
k(x)=k_{\max}\int_{-\infty}^{\infty} f(\varepsilon)\,G(\varepsilon-\lambda+x)\,d\varepsilon,
\quad k_{\max}=\frac{\Gamma}{\hbar},\quad \Gamma=2\pi V^2\rho .
\label{total}
\end{equation}
To find how this depends on $x$, substitute $u=\varepsilon-\lambda+x$, so that the drive appears only in the occupation:
\begin{equation}
k(x)=k_{\max}\int_{-\infty}^{\infty} f(u+\lambda-x)\,G(u)\,du .
\end{equation}
As $x\to\infty$, $f\to1$ at every fixed $u$, and the unit area of $G$ gives $k\to k_{\max}$. Differentiating and returning to $\varepsilon$ gives
\begin{equation}
\frac{dk}{dx}=k_{\max}\int_{-\infty}^{\infty}\left[-f'(\varepsilon)\right]G(\varepsilon-\lambda+x)\,d\varepsilon>0 .
\label{slope}
\end{equation}
The inequality holds because $f$ decreases with energy and $G$ is positive. In this model the total rate has no inverted decline at any drive.

\subsection*{Where the inverted shape remains}

Equation~\eqref{slope} is a Marcus curve smeared by the thermal width of the Fermi edge. Write $L=-f'$ and $y=x-\lambda$, so that the slope is $k_{\max}S(y)$ with $S(y)=\int L(\varepsilon)G(\varepsilon+y)\,d\varepsilon$. Both $L$ and $G$ are even, so $S$ is even. To see that it falls for $y>0$, differentiate, set $v=\varepsilon+y$, and combine $v$ with $-v$, using the fact that $G'$ is odd:
\begin{equation}
S'(y)=\int_0^\infty G'(v)\left[L(v-y)-L(v+y)\right]dv<0 .
\end{equation}
Here $G'(v)<0$, while the bracket is positive because $|v-y|<v+y$ and $L$ decreases away from zero. The slope thus peaks at $x=\lambda$ and then falls. The inverted shape survives in $dk/dx$, while $k$ itself keeps rising.

The variance of the slope curve is the sum of the variances of $G$ and $L$. Integration by parts gives the latter:
\begin{equation}
\int_{-\infty}^{\infty}\varepsilon^2L\,d\varepsilon
=4\int_0^\infty \varepsilon f\,d\varepsilon
=4\theta^2\,\frac{\pi^2}{12}=\frac{\pi^2\theta^2}{3}.
\end{equation}
The total variance is therefore $2\lambda\theta+\pi^2\theta^2/3$.

\subsection*{The approach to the plateau}

The identity $f(-\varepsilon)=1-f(\varepsilon)$ links the rates on the two sides of $x=\lambda$. Changing $\varepsilon$ to $-\varepsilon$ in the rate at $\lambda-y$ gives
\begin{align}
\frac{k(\lambda-y)}{k_{\max}}
&=\int f(\varepsilon)G(\varepsilon-y)\,d\varepsilon
=\int[1-f(\varepsilon)]G(\varepsilon+y)\,d\varepsilon\nonumber\\
&=1-\frac{k(\lambda+y)}{k_{\max}} .
\label{symmetry}
\end{align}
Two consequences are $k(\lambda)=k_{\max}/2$ and $k_{\max}-k(2\lambda)=k(0)$. At a drive of $2\lambda$, the shortfall from the plateau equals the rate at zero drive.

Replacing $f$ by a sharp step gives a simple formula:
\begin{equation}
k(x)\simeq k_{\max}\int_{-\infty}^{0}G(\varepsilon-\lambda+x)\,d\varepsilon
=\frac{k_{\max}}{2}\,\mathrm{erfc}\left(\frac{\lambda-x}{2\sqrt{\lambda\theta}}\right).
\end{equation}
This describes the rise well but fails in relative terms at small drive, where thermally excited electrons matter. At $x=0$, expanding the square in $G$ gives
\begin{equation}
f(\varepsilon)G(\varepsilon-\lambda)
=\frac{G(\lambda)}{2\cosh(\varepsilon/2\theta)}\,e^{-\varepsilon^2/(4\lambda\theta)} .
\end{equation}
The integrand is even, so as many electrons come from above the Fermi level as from below. For $\theta\ll\lambda$ the last factor is close to one where the integrand is large, and
\begin{equation}
k(0)\simeq k_{\max}\,\pi\theta\,G(\lambda).
\label{zero}
\end{equation}
The sharp step keeps only $\int_{-\infty}^0e^{\varepsilon/2\theta}d\varepsilon=2\theta$ in place of $\pi\theta$. To leading order it gives $2/\pi\approx0.64$ of the correct rate.

\subsection*{The reverse reaction does not restore a decline}

A measured current also contains oxidation. Returning an electron to an empty level $\varepsilon$ costs $x+\varepsilon$, so
\begin{equation}
k_{\mathrm{ox}}(x)=k_{\max}\int[1-f(\varepsilon)]\,G(\varepsilon+\lambda+x)\,d\varepsilon .
\end{equation}
The ratio of the two Gaussians at the same $\varepsilon$ is
\begin{equation}
\frac{G(\varepsilon+x-\lambda)}{G(\varepsilon+x+\lambda)}
=\exp\left[\frac{4\lambda(\varepsilon+x)}{4\lambda\theta}\right]
=e^{(\varepsilon+x)/\theta}.
\end{equation}
Since $f=(1-f)e^{-\varepsilon/\theta}$, the reduction integrand is $e^{x/\theta}$ times the oxidation integrand at every $\varepsilon$. Hence $k/k_{\mathrm{ox}}=e^{x/\theta}$. For equal populations of the oxidized and reduced forms, the net rate per molecule of each is
\begin{equation}
k-k_{\mathrm{ox}}=k(x)\left(1-e^{-x/\theta}\right).
\end{equation}
For $x>0$ both factors are positive and increasing, so the net rate also rises to $k_{\max}$.

\subsection*{Numbers for your case}

Take $T=298.15$ K, so $\theta=0.02569$ eV and $\sigma=\sqrt{2\lambda\theta}=0.203$ eV. I choose $\Gamma=10^{-5}$ eV, which gives $k_{\max}=\Gamma/\hbar=1.52\times10^{10}$ s$^{-1}$, or a mean transfer time of 66 ps on the plateau. In the table, $M=\exp[-(\lambda-x)^2/(4\lambda\theta)]$ is your Fermi-level factor and $\bar\varepsilon$ is the mean initial energy of the transferred electrons. The integrals were evaluated with Simpson's rule.

\begin{center}
\begin{tabular}{ccccc}
$x$ (eV) & $\varepsilon^*$ (eV) & $M$ & $k/k_{\max}$ & $\bar\varepsilon$ (eV)\\
\hline
0.0 & $+0.8$ & 0.00042 & 0.000062 & 0.000\\
0.4 & $+0.4$ & 0.143 & 0.027 & $-0.055$\\
0.8 & 0.0 & 1.000 & 0.500 & $-0.158$\\
1.2 & $-0.4$ & 0.143 & 0.973 & $-0.413$\\
1.6 & $-0.8$ & 0.00042 & 0.99994 & $-0.800$
\end{tabular}
\end{center}

Your two drives, 0.4 and 1.2 eV, do have equal factors $M$. The total rates are $4.14\times10^8$ and $1.48\times10^{10}$ s$^{-1}$, a ratio of about 36. The two fractions add to one, as Eq.~\eqref{symmetry} requires.

The last column shows the change of source. At $x=0.4$ eV, 74\% of the electrons come from within 0.1 eV of the Fermi level. At 1.2 eV this share is 4.4\%, and at 1.6 eV it is 0.02\%. By then the mean energy has reached $\varepsilon^*=-0.8$ eV. The Fermi-level electrons are deep in their inverted region, but they carry almost none of the rate.

At zero drive, Eq.~\eqref{zero} can be evaluated by hand:
\[
\frac{k(0)}{k_{\max}}\simeq
\frac{\pi(0.02569)(4.16\times10^{-4})}{\sqrt{2\pi}\,(0.2028)}
=6.6\times10^{-5}.
\]
The full integral gives $6.2\times10^{-5}$; the estimate is about 7\% higher because it drops the factor $e^{-\varepsilon^2/(4\lambda\theta)}\le1$. The sharp-step formula gives 0.645 of the full value here, close to $2/\pi$. Over the whole rise its largest error is 0.006 of $k_{\max}$.

The rate can also be found without the golden rule. I replaced the metal by 401 equally spaced levels between $-2$ and 2 eV, froze the solvent, diagonalized the one-electron Hamiltonian, and followed the acceptor population from 0.099 to 0.197 ps. Averaging its growth over the Boltzmann distribution of $q$ gives $4.13\times10^8$, $7.58\times10^9$ and $1.47\times10^{10}$ s$^{-1}$ at $x=0.4$, 0.8 and 1.2 eV. These rise with drive and lie about 0.2\% below Eq.~\eqref{total}.

That small difference has a simple origin. Neglect the initial transient and take $\Gamma\ll\theta$. At a frozen acceptor energy where the occupation is $f$, the population $n$ then gains at rate $k_{\max}f(1-n)$ and loses at rate $k_{\max}(1-f)n$, so
\begin{equation}
\dot n=k_{\max}(f-n),\qquad n=f\left(1-e^{-k_{\max}t}\right).
\end{equation}
To first order, the average growth rate between $t_1$ and $t_2$ is reduced by the fraction $k_{\max}(t_1+t_2)/2$. Here this is $(1.52\times10^{10})(0.148\times10^{-12})=0.0022$. This estimate accounts for the three drives above. It does not hold near zero drive, where the rate is so small that the off-resonant mixing of occupied levels into the acceptor gives a larger relative correction.

\subsection*{When a decline can return}

The plateau depends on the supply of deep electrons and on their coupling. Let $w(\varepsilon)$ be $V^2\rho$ divided by its value at the Fermi level, and keep $k_{\max}$ defined by that Fermi-level value. I assume here that $w$ does not change with the drive. The same shift of variable gives
\begin{equation}
\frac{dk}{dx}=-k_{\max}\int\frac{d(wf)}{d\varepsilon}\,G(\varepsilon-\lambda+x)\,d\varepsilon .
\end{equation}
If $wf$ nowhere increases with energy, the rate cannot decline. This condition is sufficient, not necessary. Two cases that violate it are instructive.

\paragraph{A band with a nearby lower edge.} Keep $w=1$ but remove all levels below $-W$. If $W\gg\theta$, those levels were full, and their removal subtracts
\begin{equation}
\Delta k\simeq\frac{k_{\max}}{2}\,
\mathrm{erfc}\left(\frac{W+\lambda-x}{2\sqrt{\lambda\theta}}\right).
\end{equation}
Once $x>\lambda+W$, the activationless level lies below the band edge and no electron is available there. With a sharp Fermi step, the slope is $k_{\max}[G(x-\lambda)-G(x-\lambda-W)]$, which vanishes midway between the two peaks, at $x=\lambda+W/2$.

For $W=0.5$ eV this predicts a maximum at 1.05 eV, and a numerical maximization of the full integral gives 1.051 eV. The rate there is $0.78\,k_{\max}$, and it drops to $0.07\,k_{\max}$ at $x=1.6$ eV. The full continuum gives $0.99994\,k_{\max}$ at the same drive. The deep levels are therefore what sustains the plateau.

\paragraph{A wide band with a sloping density.} Suppose $w=\sqrt{1+\varepsilon/D}$, with the band bottom at $-D=-5$ eV. At large drive, with $\varepsilon^*$ well below the Fermi level and well above the band bottom, $f$ is nearly one where $G$ is large. Expanding $w$ about $\varepsilon^*$ gives
\begin{equation}
\frac{k(x)}{k_{\max}}\simeq w(\varepsilon^*)+\frac{\sigma^2}{2}\,w''(\varepsilon^*) .
\end{equation}
The linear term vanishes because $G$ is even about $\varepsilon^*$. At $x=1.8$ eV, $\varepsilon^*=-1$ eV and $w=\sqrt{0.8}=0.8944$; the full integral gives 0.8941.

The rate has a weak maximum of $0.940\,k_{\max}$ at $x=1.30$ eV and falls to $0.774\,k_{\max}$ at 2.8 eV. This is a slow decline that follows the metal's coupling-weighted density of states. The Fermi-level factor $M$, by contrast, has already fallen to 0.00042 at 1.6 eV. For a real metal, the rate at large drive thus follows $V^2\rho$ averaged over the Gaussian width $\sigma$ about $\varepsilon^*$. The coupling matters as well as the density of states. When electrons tunnel through a barrier that lies above the Fermi level, deeper levels face a higher barrier. Their coupling $V$ is then smaller. If the barrier is fixed relative to the Fermi level, the decline can be much steeper than in this example. If the applied potential drops across the barrier, the barrier moves with $x$ and the decline is weaker. If the barrier is fixed relative to the solution, $w$ depends only on $\varepsilon+x=u+\lambda$, the drive again appears only in the occupation, and the rate rises to a plateau without any decline.

\subsection*{Reading an experiment}

The value of $\Gamma$ chosen above is illustrative. It gives a transfer time of 66 ps on the plateau, far shorter than the time needed to charge an ordinary electrode. A measurement of the whole curve needs a much weaker coupling, which lowers $k_{\max}$. The shape of $k/k_{\max}$ is unchanged only if $V^2\rho$ stays constant over the levels involved. A thicker tunnelling barrier, the usual way to weaken the coupling, also makes $V$ depend more strongly on energy.

Equation~\eqref{total} describes the transfer step alone. If molecules must diffuse to the surface, transport can limit the current before the electronic plateau is reached, so a flat current by itself does not identify this mechanism. If part of the applied potential drops elsewhere, $x=-e\eta$ must be corrected. Strong coupling, slow solvent relaxation and quantized vibrations require a different rate expression.

If these complications are absent and $V^2\rho$ is constant over the levels involved, a useful quantity to plot is $dk/dx$. For your parameters it should peak near $x=0.80$ eV with variance $0.0411+0.0022=0.0433$ eV$^2$, a standard deviation of 0.21 eV. The peak position then gives $\lambda$, and the falling side of the peak is the visible trace of the inverted region. An energy-dependent coupling shifts the peak, and the direction depends on where the potential drops. As an illustration, take a 4 eV tunnelling barrier with a WKB exponent of 10 for $V^2$ at the Fermi level. The peak lies at 0.76 eV if the barrier is fixed relative to the Fermi level, at 0.80 eV if the potential drops linearly across it, and at 0.86 eV if it is fixed relative to the solution.
